# Origin Shifts of Dipole and Second-Moment Integrals and Molecular Multipoles: a numerical check

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""
Result under test: when the operator origin C moves to C + d (basis fixed),
  D_i  -> D_i - d_i S
  Q_ij -> Q_ij - d_i D_j - d_j D_i + d_i d_j S
and the lowest nonvanishing molecular charge moment is origin independent,
while the higher moments are not.
S, D, Q: overlap, dipole and second-moment matrices over basis functions.
M[n]: Cartesian molecular moment of order n (nuclei minus electrons).
Theta, Omega: traceless quadrupole and octupole. Atomic units throughout.
"""
from itertools import product
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft

INTEGRAL_NAMES = ['int1e_ovlp', 'int1e_r', 'int1e_rr', 'int1e_rrr']


def moment_matrices(mol, origin, order):
    """Analytic integrals of the order-fold product of (r - origin)."""
    with mol.with_common_orig(origin):
        values = mol.intor(INTEGRAL_NAMES[order], comp=3**order)
    return values.reshape((3,) * order + (mol.nao, mol.nao))


def nuclear_moment(mol, origin, order):
    total = np.zeros((3,) * order)
    for charge, position in zip(mol.atom_charges(), mol.atom_coords()):
        term = np.array(float(charge))
        for _ in range(order):
            term = np.multiply.outer(term, position - origin)
        total = total + term
    return total


def electronic_moment(mol, density, origin, order):
    matrices = moment_matrices(mol, origin, order)
    return -np.einsum('...mn,nm->...', matrices, density)


def molecular_moments(mol, density, origin):
    return [np.asarray(nuclear_moment(mol, origin, n)
                       + electronic_moment(mol, density, origin, n))
            for n in range(4)]


def shifted_by_formula(moments, d, order):
    """Expand the product of (r - C - d) using moments about C only."""
    result = np.zeros((3,) * order)
    for index in product(range(3), repeat=order):
        for moved in product([False, True], repeat=order):
            factor = 1.0
            kept = []
            for axis, is_moved in zip(index, moved):
                if is_moved:
                    factor *= -d[axis]
                else:
                    kept.append(axis)
            result[index] += factor * moments[len(kept)][tuple(kept)]
    return result


def traceless(moments):
    """Charge, dipole, traceless quadrupole and traceless octupole."""
    eye = np.eye(3)
    second, third = moments[2], moments[3]
    theta = (3 * second - eye * np.trace(second)) / 2
    v = np.einsum('llk->k', third)
    traces = (np.einsum('ij,k->ijk', eye, v)
              + np.einsum('ik,j->ijk', eye, v)
              + np.einsum('jk,i->ijk', eye, v))
    return [moments[0], moments[1], theta, (5 * third - traces) / 2]


def largest(array):
    return float(np.max(np.abs(array)))


def fmt(value):
    return f"{round(float(value), 6) + 0.0:.6f}"


def vec(values):
    return "(" + ", ".join(fmt(v) for v in values) + ")"


a = 1.19
geometries = {
    'OH-': ([['O', (0, 0, 0)], ['H', (0, 0, 1.85)]], -1),
    'HF': ([['F', (0, 0, 0)], ['H', (0, 0, 1.75)]], 0),
    'N2': ([['N', (0, 0, -1.05)], ['N', (0, 0, 1.05)]], 0),
    'CH4': ([['C', (0, 0, 0)], ['H', (a, a, a)], ['H', (a, -a, -a)],
             ['H', (-a, a, -a)], ['H', (-a, -a, a)]], 0),
}
origin = np.zeros(3)
d = np.array([0.5, -0.3, 1.0])
new_origin = origin + d

print("RHF/6-31G, atomic units unless stated")
print("old origin C (bohr):", vec(origin))
print("shift d (bohr):", vec(d))
systems = {}
for name, (atoms, charge) in geometries.items():
    mol = gto.M(atom=atoms, charge=charge, basis='6-31g', unit='Bohr',
                verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    systems[name] = (mol, mf, mf.make_rdm1())
    length = np.linalg.norm(mol.atom_coords()[1] - mol.atom_coords()[0])
    print(f"{name}: bond length {length:.4f} bohr,"
          f" energy {mf.e_tot:.6f} hartree")

# Matrix laws: formula from old-origin integrals against two direct routes.
mol, mf, density = systems['HF']
S = moment_matrices(mol, origin, 0)
D = moment_matrices(mol, origin, 1)
Q = moment_matrices(mol, origin, 2)
D_formula = D - d[:, None, None] * S
Q_formula = (Q - np.einsum('i,jmn->ijmn', d, D)
             - np.einsum('j,imn->ijmn', d, D)
             + np.einsum('i,j,mn->ijmn', d, d, S))
D_direct = moment_matrices(mol, new_origin, 1)
Q_direct = moment_matrices(mol, new_origin, 2)
analytic_error = max(largest(D_formula - D_direct),
                     largest(Q_formula - Q_direct))
assert analytic_error < 1e-10

grid = dft.gen_grid.Grids(mol)
grid.level = 5
grid.prune = None
grid.build()
functions = mol.eval_gto('GTOval_sph', grid.coords)
relative = grid.coords - new_origin
quadrature_error = 0.0
for i in range(3):
    weight = grid.weights * relative[:, i]
    numeric = functions.T @ (weight[:, None] * functions)
    quadrature_error = max(quadrature_error, largest(numeric - D_formula[i]))
    for j in range(3):
        both = weight * relative[:, j]
        numeric = functions.T @ (both[:, None] * functions)
        quadrature_error = max(quadrature_error,
                               largest(numeric - Q_formula[i, j]))
# The tolerance reflects the finite atom-centred integration grid.
assert quadrature_error < 1e-4
print(f"HF matrices, formula vs analytic: max error {analytic_error:.1e}")
print(f"HF matrices, formula vs quadrature: max error {quadrature_error:.1e}")

labels = [' '.join(label.split()) for label in mol.ao_labels()]
m, n = labels.index('0 F 2pz'), labels.index('1 H 1s')
print("HF basis-function pair:", labels[m], "and", labels[n])
print("  overlap S:", fmt(S[m, n]))
print("  old D_x, D_z:", fmt(D[0, m, n]), fmt(D[2, m, n]))
print("  old Q_xz, Q_zz:", fmt(Q[0, 2, m, n]), fmt(Q[2, 2, m, n]))
print("  new D_x, D_z (direct):", fmt(D_direct[0, m, n]),
      fmt(D_direct[2, m, n]))
print("  new Q_xz, Q_zz (direct):", fmt(Q_direct[0, 2, m, n]),
      fmt(Q_direct[2, 2, m, n]))

# Orthonormal orbitals: only diagonal dipole elements can change.
orbitals = mf.mo_coeff
for i in range(3):
    change = orbitals.T @ (D_direct[i] - D[i]) @ orbitals
    off_diagonal = change - np.diag(np.diag(change))
    assert largest(off_diagonal) < 1e-9
    assert largest(np.diag(change) + d[i]) < 1e-9

# Molecular moments at both origins, each evaluated directly.
old, new = {}, {}
for name, (mol, mf, density) in systems.items():
    old[name] = molecular_moments(mol, density, origin)
    new[name] = molecular_moments(mol, density, new_origin)
    for order in range(4):
        predicted = shifted_by_formula(old[name], d, order)
        assert largest(predicted - new[name][order]) < 1e-8

# HF: separate nuclear and electronic shifts, then their cancellation.
mol, mf, density = systems['HF']
print("HF dipole z (e bohr): nuclear, electronic, total")
for label, point, moments in [('old', origin, old['HF']),
                              ('new', new_origin, new['HF'])]:
    nuclear = nuclear_moment(mol, point, 1)[2]
    electronic = electronic_moment(mol, density, point, 1)[2]
    print(f"  {label}:", fmt(nuclear), fmt(electronic), fmt(moments[1][2]))
bohr = constants.physical_constants['Bohr radius'][0]
debye = 1e-21 / constants.c
print(f"HF dipole z: {old['HF'][1][2] * constants.e * bohr / debye:.4f} debye")
print("HF second moments (e bohr^2): xx, zz, xz")
for label, moments in [('old', old['HF']), ('new', new['HF'])]:
    print(f"  {label}:", fmt(moments[2][0, 0]), fmt(moments[2][2, 2]),
          fmt(moments[2][0, 2]))

mu = old['HF'][1]
theta_old, theta_new = traceless(old['HF'])[2], traceless(new['HF'])[2]
theta_change = theta_new - theta_old
expected_change = (-1.5 * (np.outer(d, mu) + np.outer(mu, d))
                   + np.eye(3) * (d @ mu))
assert largest(theta_change - expected_change) < 1e-8
square_sum = np.sum(theta_change**2)
assert abs(square_sum - 4.5 * (d @ d) * (mu @ mu)
           - 1.5 * (d @ mu)**2) < 1e-8
print("HF Theta_zz old, new (e bohr^2):", fmt(theta_old[2, 2]),
      fmt(theta_new[2, 2]))
print("HF sum of squared Theta changes (e^2 bohr^4):", fmt(square_sum))
# A sideways shift leaves some components fixed but not the whole tensor.
side = molecular_moments(mol, density, np.array([0.5, 0.0, 0.0]))
assert abs(side[2][2, 2] - old['HF'][2][2, 2]) < 1e-8
assert abs(side[2][0, 2] - old['HF'][2][0, 2]) > 1e-2

# Lowest nonzero order is found from the data, separately by convention.
expected_lowest = {'OH-': (0, 0), 'HF': (1, 1), 'N2': (2, 2), 'CH4': (2, 3)}
print("Largest component changes, orders 0 1 2 3 (e bohr^order)")
for name in systems:
    for kind, convert in enumerate([lambda values: values, traceless]):
        before, after = convert(old[name]), convert(new[name])
        lowest = next(k for k in range(4) if largest(before[k]) > 1e-5)
        assert lowest == expected_lowest[name][kind]
        changes = [largest(after[k] - before[k]) for k in range(4)]
        assert max(changes[:lowest + 1]) < 1e-6
        assert all(change > 1e-2 for change in changes[lowest + 1:])
        convention = ['Cartesian', 'traceless'][kind]
        print(f"  {name} {convention}, lowest {lowest}:",
              ' '.join(fmt(change) for change in changes))

print("N2 Theta_zz old, new (e bohr^2):", fmt(traceless(old['N2'])[2][2, 2]),
      fmt(traceless(new['N2'])[2][2, 2]))
isotropic = old['CH4'][2][0, 0]
assert largest(old['CH4'][2] - isotropic * np.eye(3)) < 1e-6
print("CH4 second moment xx (e bohr^2):", fmt(isotropic))
print("CH4 third moment xxx old, new (e bohr^3):",
      fmt(old['CH4'][3][0, 0, 0]), fmt(new['CH4'][3][0, 0, 0]))
print("CH4 Omega_xyz old, new (e bohr^3):",
      fmt(traceless(old['CH4'])[3][0, 1, 2]),
      fmt(traceless(new['CH4'])[3][0, 1, 2]))

# Ion: one shift removes the dipole; twice it restores the second moment.
mol, mf, density = systems['OH-']
charge, dipole = float(old['OH-'][0]), old['OH-'][1]
centre_shift = dipole / charge
at_centre = molecular_moments(mol, density, origin + centre_shift)
at_double = molecular_moments(mol, density, origin + 2 * centre_shift)
assert largest(centre_shift) > 1e-2
assert largest(at_centre[1]) < 1e-8
assert largest(at_centre[2] - old['OH-'][2]) > 1e-3
assert largest(at_double[2] - old['OH-'][2]) < 1e-8
print("OH- charge (e):", fmt(charge))
print("OH- dipole z old, new (e bohr):", fmt(dipole[2]),
      fmt(new['OH-'][1][2]))
print("OH- shift mu/q along z (bohr):", fmt(centre_shift[2]))
print("OH- dipole z after mu/q (e bohr):", fmt(at_centre[1][2]))
print("OH- M_zz at 0, mu/q, 2mu/q (e bohr^2):", fmt(old['OH-'][2][2, 2]),
      fmt(at_centre[2][2, 2]), fmt(at_double[2][2, 2]))
print("done: every assertion held")
```

Printed output:

```
RHF/6-31G, atomic units unless stated
old origin C (bohr): (0.000000, 0.000000, 0.000000)
shift d (bohr): (0.500000, -0.300000, 1.000000)
OH-: bond length 1.8500 bohr, energy -75.311751 hartree
HF: bond length 1.7500 bohr, energy -99.983396 hartree
N2: bond length 2.1000 bohr, energy -108.866442 hartree
CH4: bond length 2.0611 bohr, energy -40.180353 hartree
HF matrices, formula vs analytic: max error 4.4e-16
HF matrices, formula vs quadrature: max error 1.6e-09
HF basis-function pair: 0 F 2pz and 1 H 1s
  overlap S: 0.236012
  old D_x, D_z: 0.000000 0.237162
  old Q_xz, Q_zz: 0.000000 0.253843
  new D_x, D_z (direct): -0.118006 0.001150
  new Q_xz, Q_zz (direct): -0.000575 0.015532
HF dipole z (e bohr): nuclear, electronic, total
  old: 1.750000 -0.841855 0.908145
  new: -8.250000 9.158145 0.908145
HF dipole z: 2.3083 debye
HF second moments (e bohr^2): xx, zz, xz
  old: -4.016392 -2.253877 0.000000
  new: -4.016392 -4.070167 -0.454073
HF Theta_zz old, new (e bohr^2): 1.762515 -0.053775
HF sum of squared Theta changes (e^2 bohr^4): 6.210201
Largest component changes, orders 0 1 2 3 (e bohr^order)
  OH- Cartesian, lowest 0: 0.000000 1.000000 1.848765 16.947066
  OH- traceless, lowest 0: 0.000000 1.000000 1.678765 1.571736
  HF Cartesian, lowest 1: 0.000000 0.000000 1.816291 9.486065
  HF traceless, lowest 1: 0.000000 0.000000 1.816291 3.026264
  N2 Cartesian, lowest 2: 0.000000 0.000000 0.000000 28.082499
  N2 traceless, lowest 2: 0.000000 0.000000 0.000000 5.000352
  CH4 Cartesian, lowest 2: 0.000000 0.000000 0.000000 18.833458
  CH4 traceless, lowest 3: 0.000000 0.000000 0.000000 0.000000
N2 Theta_zz old, new (e bohr^2): -1.666784 -1.666784
CH4 second moment xx (e bohr^2): -6.277819
CH4 third moment xxx old, new (e bohr^3): 0.000000 9.416729
CH4 Omega_xyz old, new (e bohr^3): 2.238978 2.238978
OH- charge (e): -1.000000
OH- dipole z old, new (e bohr): 0.424382 1.424382
OH- shift mu/q along z (bohr): -0.424382
OH- dipole z after mu/q (e bohr): 0.000000
OH- M_zz at 0, mu/q, 2mu/q (e bohr^2): -4.891306 -4.711206 -4.891306
done: every assertion held
```
